\section*{Ewald sum for periodic charged defects in an anisotropic dielectric, part 2}

A charge $q$ in a periodically repeated supercell interacts with its images and a uniform neutralizing background. The host is a homogeneous dielectric with constant, symmetric, positive definite tensor $\varepsilon$. Hartree atomic units with Gaussian electrostatics are used (bohr, Ha); $\psi$ and $v_M$ are for unit charges, in Ha/e. Lattice vectors are $\mathbf R$, reciprocal vectors $\mathbf G$, the cell volume $\Omega$ (printed as V by the program). Also $\hat f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$, $D=\det\varepsilon$, $s(\mathbf r)=\sqrt{\mathbf r\cdot\varepsilon^{-1}\cdot\mathbf r}$ and $A(\mathbf k)=\mathbf k\cdot\varepsilon\cdot\mathbf k$.

An external charge $\rho$ has the potential $\phi$:
\begin{equation}
-\nabla\cdot\varepsilon\nabla\phi=-\sum_{ij}\varepsilon_{ij}\,\partial_i\partial_j\phi=4\pi\rho .
\label{poisson}
\end{equation}
Stretched coordinates are
\begin{equation}
\mathbf r'=\varepsilon^{-1/2}\mathbf r,\qquad \mathbf k'=\varepsilon^{1/2}\mathbf k .
\label{stretch}
\end{equation}
One unit charge gives $g=1/(\sqrt D\,s)$, $\hat g=4\pi/A$. For integrable $f$, $F(\mathbf r)=\sum_{\mathbf R}f(\mathbf r-\mathbf R)$ has Fourier coefficients
\begin{equation}
F_{\mathbf G}=\frac{\hat f(\mathbf G)}{\Omega}.
\label{PS}
\end{equation}
The periodic potential of zero cell average is
\begin{equation}
\psi(\mathbf r)=\frac1\Omega\sum_{\mathbf G\neq0}\hat g(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.
\label{psiG}
\end{equation}
For any splitting parameter $\gamma>0$,
\begin{equation}
\psi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}\big(\gamma s(\mathbf r-\mathbf R)\big)}{\sqrt D\,s(\mathbf r-\mathbf R)}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-A(\mathbf G)/4\gamma^2}}{A(\mathbf G)}\cos(\mathbf G\cdot\mathbf r)-\frac{\pi}{\Omega\gamma^2}.
\label{psiE}
\end{equation}
With $h=\psi-g$ and $s_{\mathbf R}=s(\mathbf R)$, the Madelung potential $v_M=h(0)$ is
\begin{equation}
v_M=\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(\gamma s_{\mathbf R})}{\sqrt D\,s_{\mathbf R}}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-\mathbf G\cdot\varepsilon\cdot\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}
-\frac{2\gamma}{\sqrt{\pi D}}-\frac{\pi}{\Omega\gamma^2}.
\label{vM}
\end{equation}
Its terms are called real, reciprocal, self and background. The short-range part of $g$ is $g_s=\operatorname{erfc}(\gamma s)/(\sqrt D\,s)$; $g-g_s$ is the potential of the unit cloud $\rho_\gamma=\gamma^3e^{-\gamma^2s^2}/(\pi^{3/2}\sqrt D)$, with $\hat\rho_\gamma=e^{-A/4\gamma^2}$.

With $\theta_R=\sum_{\mathbf R}e^{-\gamma^2s_{\mathbf R}^2}$ and $\theta_G=\sum_{\mathbf G}e^{-A(\mathbf G)/4\gamma^2}$,
\begin{equation}
\frac{dv_M}{d\gamma}=-\frac{2}{\sqrt{\pi D}}\,\theta_R+\frac{2\pi}{\Omega\gamma^3}\,\theta_G ,
\label{slope}
\end{equation}
which vanishes, even for a wrong symmetric positive definite tensor used consistently. An antisymmetric part left in the determinant makes the sum rise at large $\gamma$.

For a localized density $\rho_d$ of charge $q$, the periodic and isolated energies differ by $E=E_{\rm per}-E_{\rm iso}\to\tfrac12q^2v_M$ in the point limit; the correction is $-E$. For a spherical Gaussian, $|\hat\rho_d|^2=q^2e^{-k^2a^2}$,
\begin{equation}
E(a)=\tfrac12q^2v_M+\tfrac12q^2a^2\,\nabla^2h(0),
\label{Ea}
\end{equation}
where $\nabla\cdot\varepsilon\nabla h=4\pi/\Omega$.

\section{The stretched lattice}

Under \eqref{stretch} the lattice becomes $\mathbf R'=\varepsilon^{-1/2}\mathbf R$, with reciprocal vectors $\mathbf G'=\varepsilon^{1/2}\mathbf G$ (since $\mathbf G'\cdot\mathbf R'=\mathbf G\cdot\mathbf R$) and volume $\Omega'=\Omega/\sqrt D$. Writing $1/\Omega=1/(\sqrt D\,\Omega')$ in the reciprocal and background terms of \eqref{vM} brings out a common factor,
\begin{equation}
v_M=\frac{1}{\sqrt D}\,v_M^{\rm vac}[\mathbf R'] ,
\label{map}
\end{equation}
where $v_M^{\rm vac}$ is \eqref{vM} with $\varepsilon=\mathbf 1$ on the stretched lattice. For a simple cubic cell of side $L$ in vacuum, dimensional analysis gives $v_M^{\rm vac}=-\alpha/L$ with a pure number $\alpha$. A scalar $\epsilon$ gives $L'=L/\sqrt\epsilon$ and $\sqrt D=\epsilon^{3/2}$, hence $v_M=-\alpha/(\epsilon L)$. A tensor changes the shape of the effective cell as well as its size. The geometric mean $D^{1/3}$ used as a scalar keeps $\sqrt D$ and $\Omega'$ exact, so for a cubic supercell its whole error is that of replacing the stretched cell by a cube of equal volume.

The mapping also suggests a value of $\gamma$. Truncating at $\gamma s=x$ and $\sqrt A/2\gamma=x$ leaves out terms of size $e^{-x^2}$ in both sums. Estimating the numbers of points by volumes, $N_R\approx\frac{4\pi}3(x/\gamma)^3/\Omega'$ and $N_G\approx\frac{4\pi}3(2\gamma x)^3\Omega'/(2\pi)^3$. Setting them equal gives $\gamma^6=\pi^3/\Omega'^2$, or $\gamma=\sqrt\pi/\Omega'^{1/3}$. This choice affects the cost only.

For a cubic cell with $\varepsilon=\operatorname{diag}(\varepsilon_x,\varepsilon_x,\varepsilon_z)$ the stretched cell is tetragonal, $a'=L/\sqrt{\varepsilon_x}$, $c'=L/\sqrt{\varepsilon_z}$, with ratio $t=c'/a'=\sqrt{\varepsilon_x/\varepsilon_z}$. Its behaviour at large $t$ follows from \eqref{psiG} in vacuum, evaluated at a point $\mathbf r'$ in the plane $z'=0$, with $\Omega'=a'^2c'$ and $G'_z=2\pi n/c'$. The vectors with no in-plane component give, using $\sum_{n\ge1}n^{-2}=\pi^2/6$,
\begin{equation}
\frac{4\pi}{a'^2c'}\cdot2\sum_{n\ge1}\frac{c'^2}{4\pi^2n^2}=\frac{\pi c'}{3a'^2}=\frac{\pi t}{3a'} .
\end{equation}
For an in-plane component of length $\kappa>0$, the function $e^{-\kappa|z|}/2\kappa$ has the one-dimensional transform $1/(\kappa^2+k^2)$, and the one-dimensional version of \eqref{PS} gives
\begin{equation}
\frac1{c'}\sum_n\frac1{\kappa^2+G_z'^2}=\frac1{2\kappa}\sum_me^{-\kappa|m|c'}=\frac1{2\kappa}\big[1+O(e^{-\kappa c'})\big],\qquad\kappa\ge\frac{2\pi}{a'} .
\end{equation}
The $m=0$ parts, summed over the in-plane vectors with $1/r'$ subtracted, do not involve $c'$, so their limit is $-\beta/a'$ with a pure number $\beta$. Define $t_0=3\beta/\pi$ and use $a'\sqrt D=L\sqrt{\varepsilon_x\varepsilon_z}$:
\begin{equation}
v_M=\frac{\pi\,(t-t_0)}{3L\sqrt{\varepsilon_x\varepsilon_z}}+\frac{O(e^{-2\pi t})}{L\sqrt{\varepsilon_x\varepsilon_z}} .
\label{slab}
\end{equation}
The effective lattice is a stack of charged sheets in a uniform background, and the term linear in $t$ is the potential at a sheet relative to the average. For $t>t_0$ the Madelung potential is positive and the correction $-E$ is negative, which no positive scalar $\epsilon$ in a cubic cell can reproduce, given the positive $\alpha$ found below.

\section{A reference value without the Ewald split}

Since $\gamma$-independence cannot certify \eqref{vM}, a value from the bare $g$ is needed. Take a spherical window $w(r)$ equal to one near the origin and falling smoothly to zero around a radius $r_0$ of many cells, over a width $\sigma$. The product $gw$ is integrable, so by \eqref{PS} the function $\sum_{\mathbf R}(gw)(\mathbf r-\mathbf R)-\frac1\Omega\int gw\,d^3r$ has zero average and, for $\mathbf G\neq0$, coefficients $[\hat g-\widehat{g(1-w)}](\mathbf G)/\Omega$. Subtracting $g$ and letting $\mathbf r\to0$,
\begin{equation}
\sum_{\mathbf R\neq0}g(\mathbf R)\,w(R)-\frac1\Omega\int gw\,d^3r=v_M-\frac1\Omega\sum_{\mathbf G\neq0}\widehat{g(1-w)}(\mathbf G).
\label{direct}
\end{equation}
The function $g(1-w)$ has no singularity and varies only on the scales $r_0$ and $\sigma$, so the last sum vanishes when both $r_0$ and $\sigma$ become large compared with the cell; enlarging $r_0$ at a fixed narrow edge does not remove it. The window is spherical in $\mathbf r$ and its shape does not follow the ellipsoids of $\varepsilon$, which makes \eqref{direct} independent of the ellipsoidal split. In the program only its radius depends on the tensor: $r_0$ is at least $6\sigma$ and is enlarged as the ratio of the largest to the smallest eigenvalue of $\varepsilon$ grows. The numerical check evaluates \eqref{direct} and asserts its agreement with \eqref{vM} and, at a general point, with \eqref{psiE}; the numbers below are its output.

\section{Worked example: cubic cell, uniaxial tensor}

The parameters are round model values: $L=20$ bohr, $\varepsilon=\operatorname{diag}(10,10,2)$, $q=+1$. Then $\Omega=8000$ bohr$^3$, $D=200$, $\sqrt D=14.142136$, $2\pi/L=0.314159$ bohr$^{-1}$ and $4\pi/\Omega=1.570796\times10^{-3}$ bohr$^{-3}$. The stretched cell has $a'=6.32456$ bohr, $c'=14.14214$ bohr, $t=2.23607$ and $\Omega'=565.685$ bohr$^3$, which gives the balanced $\gamma=0.21431$ bohr$^{-1}$. The sums are shown at $\gamma=0.2$ bohr$^{-1}$. The many digits serve to check the algebra; the model itself does not describe a real defect to that precision.

For $\mathbf R=L(n_1,n_2,n_3)$, $s^2=L^2[(n_1^2+n_2^2)/10+n_3^2/2]$. The six cube neighbours are no longer equivalent: four have $s=a'$, and the two along $z$ have $s=c'$, sharing a shell with the eight vectors of type $(2,1,0)$. The first shell contributes $4\times0.07363827/(14.142136\times6.32456)=0.00329320$ Ha/e.
\begin{center}
\begin{tabular}{cccc}
count & $s$ (bohr) & $\operatorname{erfc}(\gamma s)$ & sum (Ha/e)\\
4 & 6.32456 & $7.363827\times10^{-2}$ & 0.00329320\\
4 & 8.94427 & $1.141204\times10^{-2}$ & 0.00036088\\
4 & 12.64911 & $3.466194\times10^{-4}$ & 0.00000775\\
10 & 14.14214 & $6.334248\times10^{-5}$ & 0.00000317
\end{tabular}
\end{center}
These four add to $0.00366500$ Ha/e against the converged $0.00366552$ Ha/e.

For $\mathbf G=(2\pi/L)(m_1,m_2,m_3)$, $A=(2\pi/L)^2[10(m_1^2+m_2^2)+2m_3^2]$, so the order is reversed and the vectors along $z$ come first. The first shell has $A=2\times0.314159^2=0.197392$ bohr$^{-2}$ and contributes $1.570796\times10^{-3}\times2\times0.2912129/0.197392=0.00463480$ Ha/e.
\begin{center}
\begin{tabular}{cccc}
count & $A$ (bohr$^{-2}$) & $e^{-A/4\gamma^2}$ & sum (Ha/e)\\
2 & 0.197392 & $2.912129\times10^{-1}$ & 0.00463480\\
2 & 0.789568 & $7.191883\times10^{-3}$ & 0.00002862\\
4 & 0.986960 & $2.094369\times10^{-3}$ & 0.00001333\\
8 & 1.184353 & $6.099075\times10^{-4}$ & 0.00000647\\
10 & 1.776529 & $1.506246\times10^{-5}$ & 0.00000013
\end{tabular}
\end{center}
These add to $0.00468335$ Ha/e against the converged $0.00468337$ Ha/e. The self term is $-2(0.2)/(\sqrt\pi\times14.142136)=-0.01595769$ Ha/e and the background term is $-\pi/(8000\times0.2^2)=-0.00981748$ Ha/e. Hence
\begin{align}
v_M&=0.00366552+0.00468337-0.01595769-0.00981748\nonumber\\
&=-0.01742628\ \text{Ha/e},\\
E&=\tfrac12q^2v_M=-0.00871314\ \text{Ha}=-0.2371\ \text{eV},
\end{align}
and the correction is $+0.2371$ eV. The windowed sum \eqref{direct} gives $-0.017426278$ Ha/e, equal to the Ewald value in all nine printed decimals.

The four terms, in Ha/e, move strongly with $\gamma$ (bohr$^{-1}$):
\begin{center}
\begin{tabular}{ccccc}
$\gamma$ & real & reciprocal & self & background\\
0.1 & 0.0297080 & 0.0001145 & $-0.0079788$ & $-0.0392699$\\
0.2 & 0.0036655 & 0.0046834 & $-0.0159577$ & $-0.0098175$\\
0.3 & 0.0003307 & 0.0105429 & $-0.0239365$ & $-0.0043633$\\
0.4 & 0.0000155 & 0.0169280 & $-0.0319154$ & $-0.0024544$
\end{tabular}
\end{center}
Their sum is $-0.017426278$ Ha/e in every row, with a spread of $6.9\times10^{-18}$ Ha/e, which is floating-point rounding. At $\gamma=0.2$, $\theta_R=1.98130742$ and $\theta_G=1.61024527$, and the two slopes in \eqref{slope} are $-2\times1.98130742/(\sqrt\pi\times14.142136)=-0.15808546$ and $2\pi\times1.61024527/(8000\times0.2^3)=+0.15808546$, in Ha\,bohr/e. The program tests each slope against a finite difference of the corresponding pair of terms.

The factor one half is tested through $E_{\rm per}-E_{\rm iso}$ for spherical Gaussians, extrapolated in $a^2$ to zero width, which gives $-0.00871314$ Ha. At $a=0.5$ bohr the difference is $-0.00874042$ Ha, below the point-charge value, whereas a scalar medium shifts it upward. Equation \eqref{Ea} allows this. Let $H'_{ii}$ be the second derivatives of $h$ in the stretched coordinates, with $2H'_{xx}+H'_{zz}=4\pi/\Omega$. Then
\begin{equation}
\nabla^2h=\frac{2H'_{xx}}{10}+\frac{H'_{zz}}{2}=\frac{1}{10}\,\frac{4\pi}{\Omega}+\frac25H'_{zz},
\end{equation}
which is negative when $H'_{zz}<-\pi/\Omega$. If the $a^2$ term dominates at this width, the output implies that this holds.

\section{Scalar averages and the change of sign}

The direct sum in vacuum gives $\alpha=2.8372975$, and a scalar estimate is $E=-\alpha q^2/(2\epsilon L)$; for the arithmetic mean, $-2.8372975/(2\times7.3333\times20)=-0.009673$ Ha. With errors relative to the tensor value $-0.2371$ eV, the arithmetic mean $\epsilon=7.3333$ gives $-0.2632$ eV ($+11.0\%$), the geometric mean $5.8480$ gives $-0.01212928$ Ha ($+39.2\%$), and the harmonic mean $4.2857$ gives $-0.01655090$ Ha ($+90.0\%$). All three overestimate the magnitude in this cell. The $39.2\%$ is the pure shape effect identified after \eqref{map}. The ranking of the averages was computed for this cell and this tensor only and should not be carried over to others.

Holding $\varepsilon_z=2$ and raising $\varepsilon_x$, the Ewald value vanishes at $\varepsilon_x=27.7435$, where $t=3.7245$; up to the exponentially small term this is $t_0$ in \eqref{slab}. The direct sum there gives $-1.3\times10^{-13}$ Ha/e. With the window radius reduced to $r_0=6\sigma$ it gives $-2.7\times10^{-8}$ Ha/e, which misses the $10^{-9}$ Ha/e tolerance of the test, so at this anisotropy the reference sum needs the enlarged radius that the program chooses. At $\varepsilon=\operatorname{diag}(40,40,2)$ both methods give $v_M=+0.00437680$ Ha/e and $E=+0.05955$ eV. Equation \eqref{slab} can be compared by hand: $\pi(\sqrt{20}-3.7245)/(3\times20\sqrt{80})=0.004377$ Ha/e, and for the original tensor $\pi(2.23607-3.7245)/(3\times20\sqrt{20})=-0.01743$ Ha/e, both matching to the digits shown.

\section{What a scan over the splitting parameter detects}

Three altered versions of \eqref{vM} were evaluated for the cubic example at $\gamma=0.15$ and $0.30$ bohr$^{-1}$, and the program asserts that each drifts. Without the background term the values are $+0.0000270$ and $-0.0130630$ Ha/e; the second is $-0.0174263+0.0043633$, the true value plus $\pi/\Omega\gamma^2$. Without $1/\sqrt D$ they are $-0.0404141$ and $-0.3276572$ Ha/e; the second is $14.142136\times(0.000330711-0.023936537)+0.010542872-0.004363323$. With $\varepsilon$ in place of $\varepsilon^{-1}$ in real space they are $-0.0276454$ and $-0.0177570$ Ha/e. Here every distance is enlarged, the smallest becoming $20\sqrt2$ bohr, so the real sum drops out, and the second value is $-0.0174263-0.0003307$. At these two values of $\gamma$ the error is therefore the missing real-space term. That term shrinks as $\gamma$ grows, so a scan confined to large $\gamma$ can miss the mistake.

A second model has no symmetry beyond inversion: cell vectors $(18,0,0)$, $(4,21,0)$, $(-3,5,16)$ bohr, $\Omega=6048$ bohr$^3$, and
\begin{equation}
\varepsilon=\begin{pmatrix}8&1.5&-1\\1.5&5&0.8\\-1&0.8&3\end{pmatrix},\qquad\sqrt D=10.036434 .
\end{equation}
Quadrature in the original coordinates gives a flux of $\varepsilon\nabla g$ through a sphere equal to $-1.000000000\times4\pi$. At $\gamma=0.5$ bohr$^{-1}$ it gives $\int g_s\,d^3r=12.56637061$ bohr$^2$, which is $\pi/0.5^2$, and a potential $0.05621415$ Ha/e at the centre of $\rho_\gamma$, which is $2(0.5)/(\sqrt\pi\times10.036434)$. At $\mathbf k=(0.2,-0.1,0.3)$ bohr$^{-1}$, where $A=0.4120$ bohr$^{-2}$ and $4\gamma^2=1$ bohr$^{-2}$, a grid sum gives $\hat\rho_\gamma=0.662324276=e^{-0.4120}$. The Ewald and direct values of $v_M$ are both $-0.032245119$ Ha/e, those of $\psi$ at $(5,6,4)$ bohr are both $-0.001936228$ Ha/e, and finite differences there give $\nabla\cdot\varepsilon\nabla\psi=1.0000000\times4\pi/\Omega$. Adding an antisymmetric $xy$ part of size 2 makes the sum rise from $-0.0303253$ to $-0.0285538$ Ha/e between $\gamma=0.3$ and $0.6$, the direction found above. Keeping only the diagonal of $\varepsilon$ gives $-0.030101856$ Ha/e at both $\gamma=0.1$ and $0.3$, independent of $\gamma$ and $6.65\%$ smaller in magnitude than the true $v_M$. A tensor expressed in axes rotated against those of the cell vectors also gives a sum independent of $\gamma$, since it too is symmetric and positive definite, so the scan cannot reveal that error either.

\section{Range of validity}

Equation \eqref{vM} is exact for point charges in a homogeneous, linear, local dielectric. Applied to a defect supercell it is the leading term in the inverse cell size: scaling all cell vectors by a factor scales $v_M$ by its inverse, while the finite-extent term in \eqref{Ea} scales as $1/\Omega$. The macroscopic tensor describes screening over distances long compared with the bond length, so the cell must be large on that scale and the defect charge must be localized well inside it. The convention $\psi_0=0$ refers the potential to the cell average, and relating that average to the band edges of the host is a separate alignment step. A metal has no finite static tensor, and the model does not apply. For a wire or a slab surrounded by vacuum the dielectric response depends on position; a constant tensor for the whole cell is then an effective description that changes with the amount of vacuum, and it omits the polarization charge at the surfaces that a position-dependent $\varepsilon(\mathbf r)$ in \eqref{poisson} would produce.

\section*{Computed results}
\begin{verbatim}
example: cubic L = 20.0 bohr, eps = diag(10.0, 10.0, 2.0), q = 1.0 e
V = 8000.0 bohr^3, D = 200.0, sqrt(D) = 14.142136, 2pi/L = 0.314159 1/bohr
stretched cell a' = 6.32456, c' = 14.14214 bohr, c'/a' = 2.23607, V' = 565.685 bohr^3
balanced gamma = 0.21431 1/bohr; 4pi/V = 1.570796e-03 bohr^-3
real shells, gamma = 0.2 1/bohr: count, s (bohr), erfc, sum (Ha/e)
   4   6.32456 7.363827e-02 0.00329320
   4   8.94427 1.141204e-02 0.00036088
   4  12.64911 3.466194e-04 0.00000775
  10  14.14214 6.334248e-05 0.00000317
reciprocal shells: count, G.eps.G (bohr^-2), exp factor, sum (Ha/e)
   2  0.197392 2.912129e-01 0.00463480
   2  0.789568 7.191883e-03 0.00002862
   4  0.986960 2.094369e-03 0.00001333
   8  1.184353 6.099075e-04 0.00000647
  10  1.776529 1.506246e-05 0.00000013
gamma (1/bohr): real, reciprocal, self, background, vM (Ha/e)
  0.1 +0.029708014 +0.000114462 -0.007978846 -0.039269908 -0.017426278
  0.2 +0.003665518 +0.004683373 -0.015957691 -0.009817477 -0.017426278
  0.3 +0.000330711 +0.010542872 -0.023936537 -0.004363323 -0.017426278
  0.4 +0.000015515 +0.016927959 -0.031915382 -0.002454369 -0.017426278
spread of vM over gamma = 6.9e-18 Ha/e; windowed direct sum = -0.017426278 Ha/e
gamma = 0.2: theta_R = 1.98130742, theta_G = 1.61024527
  slopes real+self -0.15808546, reciprocal+background +0.15808546 Ha bohr/e
E = q^2 vM/2 = -0.00871314 Ha = -0.23710 eV; correction -E = +0.23710 eV
Gaussian field energy difference, |rho(k)|^2 = exp(-k^2 a^2): a = 0.5 bohr -0.00874042 Ha
  extrapolated to a = 0: -0.00871314 Ha
simple cubic alpha from direct sum = 2.8372975
arithmetic eps = 7.3333: E = -0.00967261 Ha = -0.26320 eV, error +11.0 %
geometric eps = 5.8480: E = -0.01212928 Ha = -0.33005 eV, error +39.2 %
harmonic eps = 4.2857: E = -0.01655090 Ha = -0.45037 eV, error +90.0 %
faulty vM at gamma = 0.15 and 0.30 1/bohr (Ha/e):
  no background: +0.0000270 -0.0130630
  no 1/sqrt(D): -0.0404141 -0.3276572
  eps for eps^-1: -0.0276454 -0.0177570
vM = 0 at eps_xx = 27.7435 (eps_zz = 2), c'/a' = 3.7245
  direct sum there -1.3e-13 Ha/e; with window radius 6 sigma -2.7e-08 Ha/e
eps = diag(40,40,2): vM = +0.00437680 Ha/e, E = +0.05955 eV
triclinic cell rows (bohr): [[18.0, 0.0, 0.0], [4.0, 21.0, 0.0], [-3.0, 5.0, 16.0]]
eps = [[8.0, 1.5, -1.0], [1.5, 5.0, 0.8], [-1.0, 0.8, 3.0]]
V = 6048.0 bohr^3, sqrt(D) = 10.036434, flux/(4pi) = -1.000000000
gamma = 0.5: int g_short = 12.56637061 bohr^2, Gaussian centre = 0.05621415 Ha/e
Gaussian transform at k = [0.2, -0.1, 0.3] 1/bohr: 0.662324276, k.eps.k = 0.4120 bohr^-2
vM Ewald -0.032245119, direct -0.032245119, spread 6.2e-17 Ha/e
psi at [5.0, 6.0, 4.0] bohr: Ewald -0.001936228, direct -0.001936228 Ha/e
div eps grad psi * V/(4pi) = 1.0000000
antisymmetric xy part 2, gamma 0.3, 0.6: -0.0303253 -0.0285538 Ha/e
diagonal of eps only, gamma 0.1, 0.3: -0.030101856 -0.030101856 Ha/e, error -6.65 %
\end{verbatim}
